# Why the first field correction to ion mobility is quadratic

## The situation

A few positive ions drift through a gas between two plates. At low field the drift velocity is proportional to the field, so the mobility is constant. At higher field the mobility can change. One might expect such a change to begin in proportion to the field, yet in an isotropic gas it begins no earlier than the square, provided a weak-field expansion exists. Three ingredients enter: a symmetry, a scaling law and a smoothness condition.

The gas is uniform, at rest, isotropic, and has number density $N$ and temperature $T$. There is no magnetic field. The ions, of charge $q>0$ and mass $m$, are too few to affect one another or the gas. Collisions are binary, and for each field there is one steady state, with drift velocity $\mathbf W$.

## First contribution: symmetry

**Alignment.** Rotate the apparatus about the direction of $\mathbf E$. Neither field nor gas changes, so the steady state, being unique, does not change either. A sideways part of $\mathbf W$ would have turned, so it must vanish. Along a fixed axis we may write $W=KE$, where $W$ and $E$ are signed components.

**Reversal.** Now make a half turn about an axis perpendicular to $\mathbf E$. The gas is unchanged, but the field and the drift both reverse. The turned state is the steady state for the field $-E$, hence

$$W(-E)=-W(E),\qquad K(-E)=\frac{W(-E)}{-E}=\frac{W(E)}{E}=K(E).$$

Only rotations were used, so the gas need not have mirror symmetry. It must, however, be at rest: in a flowing gas $W$ does not vanish at $E=0$, and the drift has to be measured relative to the flow.

## Second contribution: scaling

The steady velocity distribution $f$ obeys

$$\frac{q\mathbf E}{m}\cdot\frac{\partial f}{\partial\mathbf v}=N\,C[f].$$

Here $C$ describes binary collisions with gas at temperature $T$ and does not contain $N$. Dividing by $N$ leaves the field only in the combination $y=E/N$. At fixed $T$, therefore, $W$ depends on $y$ alone, and so does $NK=W/y$.

## Third contribution: smoothness

Suppose that, at fixed $N$ and $T$, $K$ has a Taylor expansion with $K(0)\neq0$:

$$K(y)=K(0)\left[1+a_1y+a_2y^2+\dots\right].$$

Reversal changes the sign of the linear term and leaves the quadratic term alone. Subtracting $K(-y)$ from $K(y)$ must give zero, so $2a_1y$ plus higher odd terms vanishes for all small $y$. Dividing by $y$ and letting $y\to0$ gives $a_1=0$. With $\alpha=a_2$,

$$K=K(0)\left[1+\alpha\left(\frac{E}{N}\right)^2+\dots\right].$$

The energy balance shows the same pattern. The field supplies each ion with power $qEW\simeq qK(0)E^2$, which does not depend on the sign of $E$.

Symmetry fixes neither the sign nor the size of $\alpha$, which may be zero. Nor does it forbid a term in $|E|$, which is also even. That term is excluded by smoothness.

## A model in which the terms can be weighed

Let ions leave velocity $\mathbf v$ by collision at the rate $\nu(v)$ and restart with a velocity density proportional to $\nu F$, where $F$ is the Maxwellian of the gas. This choice keeps $F$ stationary at zero field. It imitates resonant charge exchange, in which an ion takes an electron from a neutral and the neutral becomes the new ion.

Measure velocity in units of $v_T=\sqrt{kT/m}$, so that $\mathbf u=\mathbf v/v_T$, and write $\nu=N\sigma v_TR(u)$ with cross section $\sigma$. With the field along $x$ and a convenient normalization, the distribution $h$ obeys

$$\varepsilon\,\partial_xh+Rh=RF,\qquad \varepsilon=\frac{qE}{N\sigma kT},$$

where $\partial_x$ means $\partial/\partial u_x$. The parameter $\varepsilon$ is the energy gained over a length $1/(N\sigma)$, divided by $kT$.

Rewrite the equation as $h=F-\varepsilon R^{-1}\partial_xh$ and insert it into itself repeatedly:

$$h=h_0+\varepsilon h_1+\varepsilon^2h_2+\dots,\qquad h_0=F,\quad h_{n+1}=-\frac1R\,\partial_xh_n.$$

Both $F$ and $R$ are even in $u_x$, and each derivative switches the parity. Odd orders therefore carry current but no net number of ions; even orders change the number but carry no current.

For any smooth function $g$ of moderate growth, integration by parts gives

$$\int g\,h_{n+1}\,d^3u=-\int\frac gR\,\partial_xh_n\,d^3u=\int (Ag)\,h_n\,d^3u,\qquad Ag=\partial_x\!\left(\frac gR\right).$$

The boundary terms vanish because of the Gaussian factor. Repeating the step gives $\int g\,h_n\,d^3u=\langle A^ng\rangle$, where the brackets denote an average over $F$. With

$$c_1=\langle Au_x\rangle,\quad c_3=\langle A^3u_x\rangle,\quad d_2=\langle A^21\rangle,$$

the drift velocity is

$$\frac{W}{v_T}=\frac{\int u_xh\,d^3u}{\int h\,d^3u}=\frac{\varepsilon c_1+\varepsilon^3c_3+\dots}{1+\varepsilon^2d_2+\dots}
=\varepsilon c_1\left[1+\varepsilon^2\left(\frac{c_3}{c_1}-d_2\right)+\dots\right].$$

The two terms in the bracket have separate meanings. Integrating the kinetic equation over velocity gives $\int Rh\,d^3u=\int RF\,d^3u$, so this normalization fixes the number of flights begun per unit time. The denominator is then proportional to the mean flight duration and the numerator to the mean displacement per flight.

**Constant collision rate.** If $R=r$ is constant, multiply the kinetic equation by $u_x$ and integrate. The first term gives $-\varepsilon\int h\,d^3u$ and the right side gives zero, so $W/v_T=\varepsilon/r$ at every field. Here $\alpha=0$: the quadratic correction in this model needs a collision rate that depends on speed.

## Numbers for $\mathrm{O_2^+}$ in $\mathrm{O_2}$

Take 300 K, 0.1 Torr and a rough effective cross section of $1\times10^{-18}$ m². Use $R=\sqrt{u^2+8/\pi}$, which lies within 2.7% of the mean relative speed between an ion and the thermal neutrals. The numerical output gives $c_1=0.3862$, $c_3=-0.0355$ and $d_2=-0.0277$. Thus

$$\frac{c_3}{c_1}-d_2=-0.0920+0.0277=-0.0643.$$

The field shortens the displacement per flight relative to its linear value, which lowers the mobility. It also shortens the flight duration, which raises the mobility and cancels about 30% of the first effect. Direct integration over free flights at small finite fields gives the same coefficient, $-0.0643$.

One townsend (Td) is $10^{-21}$ V m² and corresponds to $\varepsilon=0.03868$. Therefore

$$\alpha=-0.0643\,(0.03868)^2\ \mathrm{Td^{-2}}=-9.6\times10^{-5}\ \mathrm{Td^{-2}}.$$

To leading order $W=v_T\varepsilon c_1$. Since $kT=mv_T^2$, this gives $K(0)=qc_1/(mN\sigma v_T)$. Converted to standard gas density, the reduced mobility is 1.55 cm²/(V s).

At 20 Td the quadratic law predicts a fall of $9.6\times10^{-5}\times400=3.8\%$. The full model gives 3.1%, and a reduced mobility of 1.50 cm²/(V s).

| $E/N$ (Td) | $K/K(0)$, full model | $K/K(0)$, quadratic law |
|---:|---:|---:|
| 5 | 0.9976 | 0.9976 |
| 10 | 0.9910 | 0.9904 |
| 20 | 0.969 | 0.962 |
| 40 | 0.912 | 0.846 |
| 80 | 0.806 | 0.384 |

From 5 to 10 Td the fall grows by a factor of about 3.8, close to the expected four. By 80 Td the first correction alone is useless. Symmetry and smoothness together rule out a linear correction; they do not say how far the quadratic one suffices.

## Removing the symmetry

Add an artificial one-way term, $R\to R+bu_x$ with $b=0.2$. This is a mathematical control, not a model of a real gas. The parity argument now fails, and the relative linear coefficient becomes

$$\frac{\langle A^2u_x\rangle}{\langle Au_x\rangle}-\langle A1\rangle=-0.039.$$

Free-flight integration at small opposite fields also gives $-0.039$. With $b=0$, both $\langle A^2u_x\rangle$ and $\langle A1\rangle$ vanish by parity.

## Removing the smoothness

Keep the reversal symmetry, but let the ions move on a line with $R=|u|$, so that an ion at rest never collides. Write $F=F_0e^{-u^2/2}$ with $F_0=1/\sqrt{2\pi}$, and take $\varepsilon>0$, $\varepsilon\neq1$.

Trying $h=aF$ in $\varepsilon h'+|u|h=|u|F$, with $F'=-uF$, gives $a=1/(1+\varepsilon)$ for $u<0$ and $a=1/(1-\varepsilon)$ for $u>0$. For $u<0$ the homogeneous solution $e^{u^2/2\varepsilon}$ grows without limit as $u\to-\infty$ and is excluded. For $u>0$ we may add $Be^{-u^2/2\varepsilon}$. Continuity at $u=0$ requires

$$B=F_0\left(\frac1{1+\varepsilon}-\frac1{1-\varepsilon}\right)=-\frac{2\varepsilon F_0}{1-\varepsilon^2}.$$

The integrals of $uF$ over the positive and negative half-lines are $F_0$ and $-F_0$, and $\int_0^\infty ue^{-u^2/2\varepsilon}du=\varepsilon$. Hence

$$\int uh\,du=F_0\left[\frac1{1-\varepsilon}-\frac1{1+\varepsilon}-\frac{2\varepsilon^2}{1-\varepsilon^2}\right]=\frac{2F_0\,\varepsilon(1-\varepsilon)}{1-\varepsilon^2}.$$

Each half-line contributes $\tfrac12$ to the integral of $F$, and $F_0\int_0^\infty e^{-u^2/2\varepsilon}du=\sqrt\varepsilon/2$. Hence

$$\int h\,du=\frac12\left[\frac1{1+\varepsilon}+\frac1{1-\varepsilon}\right]-\frac{\varepsilon^{3/2}}{1-\varepsilon^2}=\frac{1-\varepsilon^{3/2}}{1-\varepsilon^2}.$$

Divide the current by the number and then by $\varepsilon$. The zero-field value of the result is $2F_0$. Restoring both field signs by reversal,

$$\frac{K}{K(0)}=\frac{1-|\varepsilon|}{1-|\varepsilon|^{3/2}}=1-|\varepsilon|+|\varepsilon|^{3/2}+\dots$$

At $|\varepsilon|=1$ the limit is taken. At $\varepsilon=\pm0.2$ the ratio is 0.8786 for both signs: the mobility is even, yet its first correction is linear in $|E|$. For $|\varepsilon|\gg1$ the drift speed approaches $v_T\sqrt{2|\varepsilon|/\pi}$, so it grows as $\sqrt{|E|}$.

In a warm gas the neutrals move, so even an ion at rest is struck. Putting $R=\sqrt{u^2+8/\pi}$ into the same line model restores the quadratic law. Doubling the field from $\varepsilon=0.1$ to 0.2 multiplies the correction by 3.92, near four. Without collisions at rest, doubling from 0.001 to 0.002 multiplies it by 1.97, near two.

## What carries over to a real discharge

**The restart rule.** In charge exchange with a rate proportional to relative speed, a drifting ion preferentially strikes oncoming neutrals, so the new ion tends to start backwards. The model omits this bias. A Monte Carlo calculation that includes it, and also uses the exact relative speeds in the collision rate, gives a drift 11% below the model at 20 Td. The field dependence is weaker too: a weak-field expansion of this fuller rule gives $\alpha=-6.8\times10^{-5}$ Td⁻², about 30% smaller in size than the model's value. The symmetry survives: $W/v_T$ is $0.2568\pm0.0009$ for one field direction and $-0.2565\pm0.0009$ for the other.

**Polarization.** The attraction between an ion and the dipole it induces is not a small omission. Adding its estimated collision rate, which counts some collisions twice, lowers the reduced zero-field mobility to 0.98 cm²/(V s) and weakens the quadratic correction, with $\alpha$ becoming $-2.2\times10^{-5}$ Td⁻². Polarization alone would give a mobility of 2.7 cm²/(V s). The real value is roughly 2 cm²/(V s). The model, with or without the added rate, comes within a factor of about two of it, but does not predict oxygen's mobility or its $\alpha$.

**Processing conditions.** A pressure of 0.1 Torr lies within the range used in plasma processing. In a 5 cm gap at 20 Td, the length $1/(N\sigma)$ is 0.6% of the gap, and an assumed clustering rate of $2\times10^{-30}$ cm⁶/s would turn roughly 1% of the ions into clusters in transit. The gap voltage is 3.2 V, well below the rough 12 V needed to give an electron from rest enough energy to ionize $\mathrm{O_2}$.

The swarm assumption is more restrictive: about 700 ions per cm³, spread evenly through the gap, would already make the field differ by 1% between one plate and the other. Processing plasmas are far denser, so their fields must be found together with the charges. A local mobility can then be used where the field changes little over the distance and time in which the ion velocity relaxes. Sheaths, with strong and rapidly varying fields, can violate this condition, and the weak-field formula should not be used there.

## Values computed for the example and the checks

```
EXAMPLE: O2+ in O2, rough effective cross section
temperature = 300 K; pressure = 0.1 Torr
ion mass = 31.998 u
cross section = 1.0e-18 m^2; gap = 5.0 cm
gas density N = 3.2188e+21 m^-3
standard density for reduced mobility = 2.6868e+25 m^-3
thermal velocity vT = 279.20 m/s
eps per Td = 0.03868; eps at 20 Td = 0.7736
<A ux> = 0.386244; <A^3 ux> = -0.035525; <A^2 1> = -0.027654
forbidden averages: <A^2 ux> = 0.0e+00; <A 1> = 0.0e+00
coefficient of eps^2, series = -0.064322
coefficient of eps^2, free flights = -0.064308
alpha = -9.6243e-05 Td^-2
field for a 1% quadratic fall = 10.19 Td
reduced mobility at zero field = 1.5526 cm^2/(V s)
reduced mobility at 20 Td = 1.5043 cm^2/(V s)
field at 20 Td = 0.6438 V/cm; W = 80.84 m/s
E/N (Td), K/K(0) from flights, K/K(0) from quadratic law:
   5  0.99764  0.99759
  10  0.99100  0.99038
  20  0.96893  0.96150
  40  0.91174  0.84601
  80  0.80596  0.38404
SYMMETRY AND EXPANSION CHECKS
one-way control b = 0.2: linear coefficient, series = -0.03921
one-way control: linear coefficient, flights = -0.03917
line, no collisions at rest: K/K(0) at eps=0.2: 0.878583
same with field reversed, eps=-0.2: 0.878583
its correction grows, eps 0.001 to 0.002, by 1.9731
line, collisions at rest: growth, eps 0.1 to 0.2 = 3.9174
FULL CHARGE-EXCHANGE RULE, MONTE CARLO
W/vT at +20 Td = 0.25675 +/- 0.00088
W/vT at -20 Td = -0.25653 +/- 0.00087
oblique 80 Td: W/vT along = 0.88885, sideways = 0.00086
Monte Carlo W / model W at 20 Td = 0.8864 +/- 0.0021
K(80 Td)/K(20 Td): Monte Carlo 0.8658, model 0.8318
SIZES OF NEGLECTED EFFECTS
largest error of simple collision rate = 2.62 %
polarizability volume, rough = 1.6 angstrom^3
polarization-only reduced mobility = 2.743 cm^2/(V s)
with polarization rate added: K(0) = 0.983 cm^2/(V s)
with polarization rate added: alpha = -2.223e-05 Td^-2
1/(N sigma) = 0.311 mm; fraction of gap = 0.62 %
transit time at 20 Td = 618.5 us
cluster rate, rough = 2e-30 cm^6/s; ions clustered = 1.27 %
gap voltage = 3.219 V; rough ionization threshold = 12 eV
ion density for 1% field change = 711.5 cm^-3
```
